# Damped Pendulum Equation for the Magnetization Angle in Soft Thin Films, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the vector equation to a pendulum

### What has to be decided

Suppose that a soft film is magnetized along its easy axis and that a short transverse field pulse is to reverse it. Before the pulse length can be calculated, one must decide whether the in-plane angle obeys an equation of first or of second order in time. A first-order equation lets the angle creep towards the field direction and stop there. A second-order equation lets it swing past, so that the moment at which the field ends selects the final state.

The out-of-plane component of the magnetization settles the matter. It is small, which makes it tempting to set its rate of change to zero. The calculation below shows that this component acts as the momentum of the angle. It can be eliminated, but what remains has inertia.

The magnetization is taken to be uniform, $\mathbf M=M_s\mathbf m$ with $|\mathbf m|=1$. The film lies in the $xy$ plane. I write $p=m_z$ and use the in-plane angle $\phi$ measured from $x$:

$$
\mathbf m=(\sqrt{1-p^2}\cos\phi,\ \sqrt{1-p^2}\sin\phi,\ p).
$$

Fields are quoted as flux densities in tesla or millitesla, meaning $\mu_0$ times the magnetic field. The gyromagnetic ratio $\gamma=g\mu_B/\hbar$ is positive, and a dot is a time derivative.

### Simplest case: one field, no damping

Let a constant field $B_0>0$ point along $x$. A wide thin film with an out-of-plane component $M_sp$ has surface charges that produce the field $-\mu_0M_sp$ along $z$. In-plane demagnetization is neglected for now. The total field on the magnetization is

$$
\mathbf B_{\rm eff}=(B_0,\,0,\,-\mu_0M_sp),
$$

and without damping $\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf B_{\rm eff}$. The components of the cross product are

$$
\mathbf m\times\mathbf B_{\rm eff}=(-\mu_0M_sp\,m_y,\ \ pB_0+\mu_0M_sp\,m_x,\ \ -m_yB_0).
$$

With $\omega_M=\gamma\mu_0M_s$ this gives

$$
\dot m_x=\omega_Mp\,m_y,\qquad
\dot m_y=-\gamma B_0p-\omega_Mp\,m_x,\qquad
\dot p=\gamma B_0m_y .
$$

The rate of the angle follows from $\tan\phi=m_y/m_x$. Differentiating, and using $m_x^2+m_y^2=1-p^2$,

$$
(1-p^2)\dot\phi=m_x\dot m_y-m_y\dot m_x
=-\gamma B_0p\,m_x-\omega_Mp(1-p^2).
$$

The two equations of motion are therefore

$$
\dot\phi=-\omega_Mp-\frac{\gamma B_0\,p\cos\phi}{\sqrt{1-p^2}},\qquad
\dot p=\gamma B_0\sqrt{1-p^2}\,\sin\phi .
$$

Nothing has been approximated yet within this undamped model. Now let $B_0\ll\mu_0M_s$ and $p^2\ll1$. The second term of the first equation is smaller than the first term by about $B_0/(\mu_0M_s)$, and the square root in the second equation is close to one:

$$
\dot\phi=-\omega_Mp,\qquad \dot p=\gamma B_0\sin\phi .
$$

Differentiating the first equation and inserting the second gives

$$
\ddot\phi+\omega_M\gamma B_0\sin\phi=0 .
$$

This is the pendulum equation. Physically, the in-plane field does not turn the magnetization directly towards itself. Its torque first tips the magnetization out of the plane. The demagnetizing field that then appears makes the magnetization precess about the film normal, and this precession is the change of $\phi$.

**Limit: small angles.** For small $\phi$ and $p$ the equations before approximation become $\dot\phi=-(\omega_M+\gamma B_0)p$ and $\dot p=\gamma B_0\phi$. Hence

$$
\omega^2=\gamma B_0(\omega_M+\gamma B_0),
$$

whereas the pendulum gives $\omega^2=\gamma B_0\omega_M$. The ratio of the full frequency to the pendulum frequency is $\sqrt{1+B_0/(\mu_0M_s)}$. For weak fields the pendulum is slow by the fraction $B_0/(2\mu_0M_s)$. At $B_0=\mu_0M_s$ the ratio is $\sqrt2$, and the reduction is no longer useful.

**Limit: the largest swing.** A pendulum released at rest near $\phi=180^\circ$ reaches $\dot\phi^2=4\omega_M\gamma B_0$ at the bottom. Then $p^2=4B_0/(\mu_0M_s)$. The assumption of small $p^2$ is thus consistent with a weak field for motion that starts in the plane. It does not cover a film that some other cause has already tipped far out of the plane.

### Adding damping

The Gilbert equation is

$$
\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf B_{\rm eff}+\alpha\,\mathbf m\times\dot{\mathbf m},
$$

with $\alpha>0$. I need what the last term contributes to $\dot p$ and to $\dot\phi$. Its $z$ component is

$$
\alpha(m_x\dot m_y-m_y\dot m_x)=\alpha(1-p^2)\dot\phi .
$$

For the angle, the combination $m_x(\ldots)_y-m_y(\ldots)_x$ is needed again. The relevant components are $(\mathbf m\times\dot{\mathbf m})_x=m_y\dot p-p\dot m_y$ and $(\mathbf m\times\dot{\mathbf m})_y=p\dot m_x-m_x\dot p$, so that

$$
m_x(\mathbf m\times\dot{\mathbf m})_y-m_y(\mathbf m\times\dot{\mathbf m})_x
=p(m_x\dot m_x+m_y\dot m_y)-(1-p^2)\dot p .
$$

Since $|\mathbf m|$ is constant, $m_x\dot m_x+m_y\dot m_y=-p\dot p$. The right side is then $-p^2\dot p-(1-p^2)\dot p=-\dot p$. Damping therefore adds $-\alpha\dot p/(1-p^2)$ to $\dot\phi$.

**Limit: no in-plane field.** With the demagnetizing field alone,

$$
\dot p=\alpha(1-p^2)\dot\phi,\qquad
\dot\phi=-\omega_Mp-\frac{\alpha\dot p}{1-p^2}.
$$

Inserting the first equation in the second gives $(1+\alpha^2)\dot\phi=-\omega_Mp$. For small $p$ the out-of-plane component decays at the rate $\alpha\omega_M/(1+\alpha^2)$. The rate contains $\omega_M$, not the much lower frequency of the in-plane swing, because the precession that is being damped is driven by the demagnetizing field.

The total rotation can be found too. The first equation says $d\phi/dp=1/[\alpha(1-p^2)]$, and integration from $p_0$ to $0$ gives

$$
\phi_{\rm final}-\phi_{\rm initial}=-\frac{\operatorname{artanh}p_0}{\alpha}.
$$

The small-$p$, small-$\alpha$ equation would be $\ddot\phi+\alpha\omega_M\dot\phi=0$ with $\dot\phi(0)=-\omega_Mp_0$, and its total rotation is $-p_0/\alpha$. The two agree for small $p_0$. At $p_0=0.3$ the full rotation is larger by about 3 per cent. For $\alpha=0.01$ it amounts to about 31 rad, so even this small relative error is close to 1 rad in the final angle.

### General in-plane energy

Now let the energy density be $u(\phi,p)$, with $\mathbf B_{\rm eff}=-(1/M_s)\partial u/\partial\mathbf m$. At fixed $p$ the magnetization changes with angle as $\partial\mathbf m/\partial\phi=(-m_y,m_x,0)$. The chain rule gives

$$
\partial_\phi u=-M_s(m_xB_y-m_yB_x),
$$

where $B_x$, $B_y$ and $B_z$ are components of $\mathbf B_{\rm eff}$. The undamped $\dot p$ is $-\gamma(m_xB_y-m_yB_x)$, which equals $(\gamma/M_s)\partial_\phi u$.

For the angle, expansion of the cross product yields

$$
-\gamma\big[m_x(\mathbf m\times\mathbf B_{\rm eff})_y-m_y(\mathbf m\times\mathbf B_{\rm eff})_x\big]
=\gamma\big[(1-p^2)B_z-p(m_xB_x+m_yB_y)\big].
$$

At fixed $\phi$, $\partial\mathbf m/\partial p=(-pm_x/(1-p^2),\,-pm_y/(1-p^2),\,1)$. The right side, divided by $1-p^2$, is therefore $\gamma\,\mathbf B_{\rm eff}\cdot\partial\mathbf m/\partial p=-(\gamma/M_s)\partial_pu$. With the damping terms found above,

$$
\dot p=\frac{\gamma}{M_s}\partial_\phi u+\alpha(1-p^2)\dot\phi,\qquad
\dot\phi=-\frac{\gamma}{M_s}\partial_pu-\frac{\alpha\dot p}{1-p^2}.
$$

These are the Gilbert equation in other variables, valid away from the poles $p=\pm1$. They were compared with the vector equation at 20 random states with $|p|<0.8$, and with fields in tesla and damping constants drawn between 0.1 and 1. The two sides agreed within $10^{-6}\gamma$ times 1 T.

For a film with easy axis $x$, anisotropy field $B_k$ and applied field $B$ along $y$,

$$
u=\tfrac12\mu_0M_s^2p^2-\tfrac12M_sB_km_x^2-M_sBm_y .
$$

The derivatives are

$$
\frac{\partial_pu}{M_s}=\mu_0M_sp+B_kp\cos^2\phi+\frac{Bp\sin\phi}{\sqrt{1-p^2}},
$$

$$
\frac{\partial_\phi u}{M_s}=(1-p^2)B_k\sin\phi\cos\phi-\sqrt{1-p^2}\,B\cos\phi .
$$

### Which terms are small

Let $\varepsilon$ be the larger of $B$ and $B_k$, divided by $\mu_0M_s$. The simple case suggests $p\sim\sqrt\varepsilon$ and a rate of order $\omega_M\sqrt\varepsilon$. I therefore set

$$
p=\sqrt\varepsilon\,P,\qquad \tau=\omega_M\sqrt\varepsilon\,t,\qquad \alpha=c\sqrt\varepsilon,
$$

with $c$ fixed, and write $u(\phi,0)=\varepsilon\mu_0M_s^2\,v(\phi)$. Then $\dot p=\omega_M\varepsilon\,dP/d\tau$ and $\dot\phi=\omega_M\sqrt\varepsilon\,d\phi/d\tau$. After division by these prefactors the two equations read

$$
\frac{dP}{d\tau}=v'(\phi)+c\frac{d\phi}{d\tau}+O(\varepsilon),\qquad
\frac{d\phi}{d\tau}=-P+O(\varepsilon).
$$

The term $\alpha\dot p$ in the angle equation has become $c\varepsilon\,dP/d\tau$, so it belongs to the corrections. If $\alpha$ is not tied to $\sqrt\varepsilon$, inserting $\dot p$ shows that this term is smaller than $\dot\phi$ by factors of order $\alpha\sqrt\varepsilon$ and $\alpha^2$.

The right sides are smooth. A change of order $\varepsilon$ in them shifts the solution by at most a constant times $\varepsilon$ over a fixed range of $\tau$, although the constant may grow with that range.

In the original variables the leading equations are

$$
\dot\phi=-\omega_Mp,\qquad
\dot p=\frac{\gamma}{M_s}u_\parallel'(\phi)+\alpha\dot\phi,\qquad u_\parallel(\phi)=u(\phi,0).
$$

Differentiating the first and inserting the second gives the reduced equation

$$
\ddot\phi+\alpha\omega_M\dot\phi+\frac{\gamma\omega_M}{M_s}u_\parallel'(\phi)=0 .
$$

**Limit: anisotropy alone.** With $B=0$ the last term is $\tfrac12\omega_M\gamma B_k\sin2\phi$. This is a pendulum in the doubled angle, with rest positions at $0^\circ$ and $180^\circ$. Its undamped small-angle frequency is $\sqrt{\omega_M\gamma B_k}$. The full derivatives at $\phi=0$ replace $\omega_M$ by $\omega_M+\gamma B_k$, again a relative correction of order $\varepsilon$.

### Mechanical reading

Multiplying the reduced equation by $M_s/(\gamma\omega_M)=1/(\mu_0\gamma^2)$ gives

$$
J\ddot\phi+\frac{\alpha M_s}{\gamma}\dot\phi+u_\parallel'(\phi)=0,\qquad J=\frac1{\mu_0\gamma^2}.
$$

Here $J$ is an inertia per volume. It does not contain $M_s$: a larger magnetization has more angular momentum, but also a stiffer demagnetizing energy, and the two effects cancel. The kinetic energy is the demagnetizing energy, since $\tfrac12J\dot\phi^2=\tfrac12J\omega_M^2p^2=\tfrac12\mu_0M_s^2p^2$.

For a constant field the unreduced angular equations also give the energy loss. Solving them for $\partial_\phi u$ and $\partial_pu$ and inserting these in $\dot u=\partial_\phi u\,\dot\phi+\partial_pu\,\dot p$, the products $\dot p\dot\phi$ cancel:

$$
\dot u=-\frac{\alpha M_s}{\gamma}\left[(1-p^2)\dot\phi^2+\frac{\dot p^2}{1-p^2}\right].
$$

Over a swing, the typical size of $\dot p^2$ is smaller than that of $\dot\phi^2$ by order $\varepsilon$, so the leading loss is $(\alpha M_s/\gamma)\dot\phi^2$, as the friction term requires. Only close to a turning point, where $\dot\phi$ vanishes, does the small $\dot p^2$ term dominate.

## Second half: a transverse field step

### Symbols and results carried over

The film has in-plane angle $\phi$, out-of-plane component $p=m_z$, saturation magnetization $M_s$ and damping constant $\alpha$. Its easy axis is $x$, with anisotropy field $B_k$, and the applied field $B$ points along $y$. With $\omega_M=\gamma\mu_0M_s$, weak in-plane fields, $\alpha^2\ll1$ and $p^2\ll1$, the first half gave

$$
\ddot\phi+\alpha\omega_M\dot\phi+\omega_M\gamma\cos\phi\,(B_k\sin\phi-B)=0,\qquad p=-\frac{\dot\phi}{\omega_M}.
$$

The unreduced equations are $\dot p=(\gamma/M_s)\partial_\phi u+\alpha(1-p^2)\dot\phi$ and $\dot\phi=-(\gamma/M_s)\partial_pu-\alpha\dot p/(1-p^2)$. The relative size of the in-plane field is $\varepsilon=B/(\mu_0M_s)$ when $B>B_k$.

The example uses rough values for a permalloy-like film: $M_s=800$ kA/m, $g=2.1$, $\alpha=0.01$ and $B_k=0.5$ mT. The film is 10 nm thick and 100 µm across. At $t=0$ it is at rest with $\phi=0$ and $p=0$, and a field $B=5$ mT is switched on. From these inputs,

$$
\gamma=0.1847\ \frac{\rm rad}{\rm ns\,mT},\quad
\mu_0M_s=1005.3\ {\rm mT},\quad
\omega_M=185.7\ \frac{\rm rad}{\rm ns},\quad
\varepsilon=0.0050 .
$$

The inertia is $J=2.33\times10^{-17}$ J s²/m³ and the friction coefficient is $\alpha M_s/\gamma=4.33\times10^{-8}$ J s/m³.

### First without damping

Set $\alpha=0$, multiply the reduced equation by $\dot\phi$ and integrate from the start at rest:

$$
\tfrac12\dot\phi^2=\omega_M\gamma\left(B\sin\phi-\tfrac12B_k\sin^2\phi\right).
$$

The motion turns where the bracket vanishes. One factor is $\sin\phi$, and the other would need $\sin\phi=2B/B_k$, which is impossible for $B>B_k$. The angle therefore swings from $0^\circ$ to $180^\circ$. The turning point is the same in the unreduced undamped motion. For this range of angles $\dot\phi$ is there $-p$ times a positive factor, so a turning point has $p=0$, and energy conservation gives the same condition on $\phi$.

For $B>B_k$ the bracket grows with $\sin\phi$ up to $\sin\phi=1$. The greatest speed is thus at $90^\circ$, where $\dot\phi^2=\omega_M\gamma(2B-B_k)$. Division by $\omega_M^2$ gives

$$
|p|_{\rm max}=\sqrt{\frac{2B-B_k}{\mu_0M_s}}
=\sqrt{\frac{9.5}{1005.3}}=0.0972 .
$$

Integration of the full undamped vector equation gives 0.0970. The magnetization leaves the plane by less than $6^\circ$, yet this small tilt carries the whole reversal.

The time of the swing follows from $dt=d\phi/\dot\phi$. The speed depends on $\sin\phi$ alone, so the two halves of the swing take equal times:

$$
t_{\rm swing}=2\int_0^{\pi/2}\frac{d\phi}{\sqrt{2\omega_M\gamma(B\sin\phi-\frac12B_k\sin^2\phi)}}=0.2865\ {\rm ns}.
$$

The full equation gives 0.2862 ns.

For weak in-plane fields and small damping, the in-plane angle obeys a pendulum equation, and without damping a transverse field step swings the example film from $0^\circ$ to $180^\circ$ in about 0.29 ns. What remains is to include damping in the example, test the reduced equation against the full one, and find when the pulse must end to leave the film reversed.
